# Six cation s orbitals around an oxygen vacancy in a rocksalt oxide

## The problem

In a rocksalt oxide every oxygen ion has six cation neighbours, at distance $a/2$ along the positive and negative $x$, $y$ and $z$ axes, where $a$ is the lattice constant. One oxygen is removed and the six cations stay in place. Each carries one s orbital, written $|{+x}\rangle,|{-x}\rangle,|{+y}\rangle,|{-y}\rangle,|{+z}\rangle,|{-z}\rangle$. The orbitals are taken as orthonormal, all with site energy $\varepsilon$, and the rest of the crystal is left out at first.

Two cations on different axes are *adjacent*, with matrix element $-t$. Two cations on the same axis are *opposite*, facing each other across the empty site, with matrix element $-t'$. With this sign convention a positive hopping lowers the energy of an in-phase combination.

1. Write down the Hamiltonian matrix.
2. Find all its levels and their multiplicities.
3. For which ratios of $t'$ to $t$ do different levels coincide?
4. Take $a=0.42$ nm, $t=0.50$ eV, $t'=0.20$ eV and $\varepsilon=0$. Place the two electrons of a neutral vacancy, and find the gap to the next level.
5. Which levels can light polarized along $x$ reach from the lowest one?
6. Can the six-cation model by itself explain a vacancy level below the conduction band?

## Hints

**Hint 1.** Count the neighbours of one cation: how many are adjacent, and how many opposite?

**Hint 2.** Inversion through the vacancy exchanges the two cations on each axis. Use sums and differences of these two orbitals instead of the orbitals themselves.

**Hint 3.** Let $H$ act on a difference and look at the amplitude that arrives on a cation of another axis.

**Hint 4.** The three sums are coupled equally to one another. Try a vector with equal components, then vectors whose components add to zero.

**Hint 5.** For question 6, find the energy of an s band in which every cation has twelve adjacent neighbours and all orbitals are in phase.

## Solution

### 1. The matrix

The cations $+x$ and $+y$ are $\sqrt{(a/2)^2+(a/2)^2}=a/\sqrt2$ apart, while $+x$ and $-x$ are $a$ apart. Each cation has four adjacent partners and one opposite partner. This makes $6\times4/2=12$ adjacent pairs and $6\times1/2=3$ opposite pairs. In the order $+x,-x,+y,-y,+z,-z$,

$$
H=\begin{pmatrix}
\varepsilon&-t'&-t&-t&-t&-t\\
-t'&\varepsilon&-t&-t&-t&-t\\
-t&-t&\varepsilon&-t'&-t&-t\\
-t&-t&-t'&\varepsilon&-t&-t\\
-t&-t&-t&-t&\varepsilon&-t'\\
-t&-t&-t&-t&-t'&\varepsilon
\end{pmatrix}.
$$

### 2. The levels

For the $x$ axis define

$$
|s_x\rangle=\frac{|{+x}\rangle+|{-x}\rangle}{\sqrt2},\qquad
|d_x\rangle=\frac{|{+x}\rangle-|{-x}\rangle}{\sqrt2},
$$

and likewise for $y$ and $z$. These six vectors are orthonormal, so they form a complete new basis. The sums are even under inversion and the differences are odd. Since $H$ is unchanged by inversion, it cannot mix the two sets.

**Differences.** On a cation of another axis, say $+y$, the amplitude of $H|d_x\rangle$ is

$$
\frac{(-t)-(-t)}{\sqrt2}=0 .
$$

On $+x$ it is $[\varepsilon-(-t')]/\sqrt2=(\varepsilon+t')/\sqrt2$, and on $-x$ it is $[-t'-\varepsilon]/\sqrt2=-(\varepsilon+t')/\sqrt2$. Therefore

$$
H|d_x\rangle=(\varepsilon+t')|d_x\rangle .
$$

The same calculation holds for $y$ and $z$, which gives three states at one energy. Adjacent hopping drops out because the cations of the other axes lie on the nodal plane of the difference. The opposite hopping raises the energy because the two ends of the axis are out of phase.

**Sums.** The diagonal element is

$$
\langle s_x|H|s_x\rangle=\tfrac12(\varepsilon+\varepsilon-t'-t')=\varepsilon-t' .
$$

Between two axes there are four adjacent pairs, each with weight $\tfrac1{\sqrt2}\cdot\tfrac1{\sqrt2}=\tfrac12$:

$$
\langle s_x|H|s_y\rangle=4\cdot\tfrac12(-t)=-2t .
$$

The even block is thus

$$
H_{\rm even}=\begin{pmatrix}
\varepsilon-t'&-2t&-2t\\
-2t&\varepsilon-t'&-2t\\
-2t&-2t&\varepsilon-t'
\end{pmatrix}.
$$

Let it act on a vector $(c_1,c_2,c_3)$. The first component of the result is

$$
(\varepsilon-t')c_1-2t(c_2+c_3)=(\varepsilon-t'+2t)c_1-2t(c_1+c_2+c_3),
$$

where $2tc_1$ has been added and subtracted. The other components follow by relabelling. Two cases solve the block:

- If $c_1=c_2=c_3$, the bracket is $3c_1$, and the energy is $\varepsilon-t'+2t-6t=\varepsilon-4t-t'$. There is one such state.
- If $c_1+c_2+c_3=0$, the last term vanishes, and the energy is $\varepsilon+2t-t'$. There are two independent vectors of this kind, for example $(1,-1,0)/\sqrt2$ and $(1,1,-2)/\sqrt6$.

All six states have now been found:

$$
\begin{aligned}
E(A_{1g})&=\varepsilon-4t-t' &&\text{(once)},\\
E(T_{1u})&=\varepsilon+t' &&\text{(three times)},\\
E(E_g)&=\varepsilon+2t-t' &&\text{(twice)}.
\end{aligned}
$$

The names are the symmetry labels of the octahedron. The letters A, E and T stand for one, two and three partner states; g means even and u odd under inversion.

Two traces check the result. With $\varepsilon=0$ the diagonal of $H$ is zero, and the levels add to

$$
(-4t-t')+3t'+2(2t-t')=0 .
$$

The trace of $H^2$ is the sum of the squares of all matrix elements, $24t^2+6t'^2$, since each pair occurs twice. The levels give

$$
(4t+t')^2+3t'^2+2(2t-t')^2
=24t^2+6t'^2,
$$

because the cross terms $+8tt'$ and $-8tt'$ cancel.

### 3. When levels coincide

The differences between the levels are

$$
\begin{aligned}
E(T_{1u})-E(A_{1g})&=4t+2t',\\
E(E_g)-E(A_{1g})&=6t,\\
E(E_g)-E(T_{1u})&=2(t-t').
\end{aligned}
$$

The pattern of one single, one twofold and one threefold level therefore requires $t'\ne-2t$, $t\ne0$ and $t'\ne t$.

- At $t=0$, with $t'\neq0$, the three axes are independent pairs. Each has one in-phase and one out-of-phase state, so there are two threefold levels.
- At $t'=t$, with $t\neq0$, every cation is coupled equally to every other, and $T_{1u}$ and $E_g$ merge into a fivefold level.
- At $t'=-2t$, with $t\neq0$, $A_{1g}$ and $T_{1u}$ merge into a fourfold level.

These coincidences come from special parameter values. The equality of the three $T_{1u}$ states, and of the two $E_g$ states, comes from the equivalence of the axes and survives any change of $t$ and $t'$.

For positive hoppings $A_{1g}$ is lowest. The next level is $T_{1u}$ if $t'<t$ and $E_g$ if $t'>t$. Direct diagonalization at $t=0.5$ eV confirms the reversal: from the bottom up, the multiplicities are 1, 3, 2 at $t'=0.2$ eV and 1, 2, 3 at $t'=0.8$ eV.

### 4. Numbers and filling

With the given values,

$$
\begin{aligned}
E(A_{1g})&=-4(0.50)-0.20=-2.20\ \text{eV},\\
E(T_{1u})&=0.20\ \text{eV},\\
E(E_g)&=2(0.50)-0.20=0.80\ \text{eV}.
\end{aligned}
$$

Removing a neutral oxygen atom leaves behind the two electrons that the ion had taken from the cations. They fill $A_{1g}$ with opposite spins. The one-electron gap is

$$
4t+2t'=2.00+0.40=2.40\ \text{eV}=3.85\times10^{-19}\ \text{J},
$$

which corresponds to a wavelength of 517 nm. At 300 K, $k_BT=0.0259$ eV, so the gap is about $93\,k_BT$ and thermal excitation across it is negligible.

### 5. Light polarized along x

Assume that the position operator is diagonal in the orbitals, with each orbital's value equal to the position of its cation. The lowest state has amplitude $1/\sqrt6$ on every site, so

$$
x|A_{1g}\rangle=\frac a2\,\frac{|{+x}\rangle-|{-x}\rangle}{\sqrt6}
=\frac a2\,\frac{\sqrt2}{\sqrt6}\,|d_x\rangle
=\frac{a}{2\sqrt3}\,|d_x\rangle .
$$

Light along $x$ reaches the $T_{1u}$ state $d_x$, with a dipole length of $0.42/(2\sqrt3)=0.121$ nm. It does not reach $E_g$. That zero does not depend on the assumption about the position operator: $x$ is odd, while $A_{1g}$ and $E_g$ are both even.

### 6. The rest of the crystal

In the host, each cation has twelve adjacent cations at displacements $\mathbf R$. Keeping only the hopping $-t$ between them, the s band is

$$
E(\mathbf k)=-t\sum_{\mathbf R}\cos(\mathbf k\cdot\mathbf R).
$$

Its minimum, at $\mathbf k=0$, is $-12t=-6.00$ eV. The isolated $A_{1g}$ level at $-2.20$ eV lies 3.80 eV above this edge. The answer to question 6 is no: the six-cation model explains the symmetry pattern, but not a level below the band.

What is missing is the attraction left by the removed O$^{2-}$ ion. An electron at distance $r$ from the empty site gains the potential energy

$$
V(r)=-\frac{2e^2}{4\pi\varepsilon_0\varepsilon_r r}.
$$

With a rough dielectric constant $\varepsilon_r=3.0$, this is $-4.57$ eV on the six cations. It moves their $A_{1g}$ combination to $-2.20-4.57=-6.77$ eV, already 0.77 eV below the edge. By the variational principle the lowest one-electron state of the full lattice, with the same potential, can lie no higher than this trial state. The trial state itself lies below the edge only if $\varepsilon_r$ is less than about 3.6. This is a limit of the trial state and not of binding: with weaker attraction a more extended state is still bound by the long-range $1/r$ tail, only less deeply. The argument is for one electron. With two electrons in the trial state, their repulsion $J=1.77$ eV (found below) gives $2(-0.77)+1.77=+0.23$ eV relative to two electrons at the band edge, so this trial state alone does not show that the neutral vacancy holds both electrons. The depth is only an estimate, because a bulk dielectric constant is not strictly valid at a distance of one bond length.

The six cations were then embedded in a finite sphere of host cations, with $t'$ acting only across the vacancy:

- Without attraction, a sphere of 1048 cations has its lowest level 0.27 eV above the band edge. This offset is mostly the confinement energy of the finite sphere and shrinks as the sphere grows; it is not the energy of a vacancy level.
- With attraction and one electron, which corresponds to a positively charged vacancy and not the neutral one, a sphere of 2046 cations has $A_{1g}$ at 2.20 eV below the edge. That this equals the size of the isolated level is a coincidence, since the two are measured from different zeros.
- The lowest $T_{1u}$ level is then 0.71 eV below the edge, so the separation is 1.49 eV instead of 2.40 eV. This state is more extended and not fully converged in this sphere: larger spheres lower it by about 0.005 eV, to 0.72 eV below the edge, while the separation stays at 1.49 eV.
- The $A_{1g}$ state keeps a fraction 0.59 of its weight on the six cations. The rest has spread into the host.

## How far the numbers can be trusted

The parameters are rough values in the regime of MgO, which is used as an insulating thin film. The lattice constant is close to that of MgO. The hopping can be judged through the band mass. For small $k$,

$$
E(\mathbf k)\approx-12t+\frac t2\sum_{\mathbf R}(\mathbf k\cdot\mathbf R)^2=-12t+ta^2k^2 .
$$

The last step holds because eight of the twelve neighbours have $R_x=\pm a/2$, so $\sum R_x^2=2a^2$, with the same value for $y$ and $z$ and no cross terms. Comparison with $\hbar^2k^2/2m$ gives $m=\hbar^2/(2ta^2)$, or 0.43 electron masses, a reasonable size for MgO. The optical absorption of the neutral vacancy in MgO is roughly 5 eV, however, about twice the isolated-model gap and further still from the embedded value. The model also has no orbital centred in the empty site, where the attraction is strongest; how much this contributes to the difference was not tested. The model gap should not be used as a prediction for a device.

Other neglected effects, each taken separately in the isolated model, have these sizes:

- **Electron repulsion.** Each $A_{1g}$ electron is on any given cation with probability $1/6$. Of the 36 ordered choices of two sites, 6 are the same site, 24 are adjacent and 6 are opposite. The direct repulsion is therefore $J=\tfrac16U+\tfrac23V_{\rm adj}+\tfrac16V_{\rm opp}$. With an assumed screened on-site value $U=3.0$ eV, and Coulomb repulsion reduced by $\varepsilon_r=3.0$ between sites, $J=1.77$ eV, or 0.74 of the gap. This does not shift the gap by $J$, however. An $A_{1g}$ electron is spread evenly over six equivalent cations, so its direct repulsion with an electron in $T_{1u}$ is also $J$, and the direct part cancels from the excitation energy to first order. What remains is the exchange energy $(U-V_{\rm opp})/6=0.31$ eV, which raises the excited singlet and lowers the triplet by that amount.
- **Relaxation.** If the cations move outward by 5% and both hoppings fall as the inverse square of distance, the gap becomes $2.40/1.05^2=2.18$ eV. The axes remain equivalent, so the degeneracies survive.
- **Disorder.** Independent random changes of the hoppings, with a standard deviation of 10%, split $T_{1u}$ by 0.16 eV on average from its lowest to its highest member, and $E_g$ by 0.10 eV. In an amorphous oxide the site energies and the number of neighbours also vary, so the 1, 2, 3 pattern is at best an approximate guide there.

## Variation 1: orbitals that overlap

*Let adjacent orbitals have overlap $\sigma$ and opposite ones $\sigma'$. Define the hoppings by $H_{ij}=\varepsilon S_{ij}-t$ for adjacent pairs and $H_{ij}=\varepsilon S_{ij}-t'$ for opposite pairs, where $S$ is the overlap matrix. Find the levels.*

The equation is now $Hc=ESc$. Subtracting $\varepsilon Sc$ from both sides gives

$$
(H-\varepsilon S)c=(E-\varepsilon)Sc .
$$

The matrix on the left is the earlier Hamiltonian with $\varepsilon=0$. The matrix $S$ has the same pattern, with 1 on the diagonal and $-t,-t'$ replaced by $\sigma,\sigma'$. The same vectors diagonalize both, so each shift is divided by the matching eigenvalue of $S$:

$$
\begin{aligned}
E(A_{1g})&=\varepsilon-\frac{4t+t'}{1+4\sigma+\sigma'},\\
E(T_{1u})&=\varepsilon+\frac{t'}{1-\sigma'},\\
E(E_g)&=\varepsilon+\frac{2t-t'}{1-2\sigma+\sigma'} .
\end{aligned}
$$

All three denominators must be positive, or the six orbitals are not a valid independent set. For assumed overlaps $\sigma=0.10$ and $\sigma'=0.04$, the levels are $-1.53$, $0.21$ and $0.95$ eV. The gap falls from 2.40 to 1.74 eV, mainly because the in-phase state has the large denominator 1.44. If $t$ and $t'$ already refer to orthogonalized orbitals, this correction must not be applied again.

## Variation 2: a film strained along z

*A film is stretched or compressed along $z$. The adjacent hopping is $t_p$ between the $x$ and $y$ axes and $t_z$ between $z$ and either of them. The opposite hopping is $t'_p$ along $x$ and $y$, and $t'_z$ along $z$. What happens to the degenerate levels?*

The differences still decouple. Their energies are $\varepsilon+t'_p$ (twice) and $\varepsilon+t'_z$ (once), so the threefold level splits by $t'_z-t'_p$.

Among the sums, $(1,-1,0)/\sqrt2$ remains an eigenvector, because its coupling to $s_z$ cancels. Its energy is $\varepsilon-t'_p+2t_p$. The two remaining vectors, $(1,1,0)/\sqrt2$ and $(0,0,1)$, give the block

$$
\begin{pmatrix}
\varepsilon-t'_p-2t_p&-2\sqrt2\,t_z\\
-2\sqrt2\,t_z&\varepsilon-t'_z
\end{pmatrix}.
$$

To isolate the effect of adjacent hopping, hold $t'_p=t'_z=t'$. The mean of the diagonal is $\varepsilon-t'-t_p$ and half its difference has magnitude $|t_p|$, so

$$
E_\pm=\varepsilon-t'-t_p\pm\sqrt{t_p^2+8t_z^2} .
$$

For $t_p=t_z=t>0$ the root is $3t$, and the unstrained $A_{1g}$ and $E_g$ energies return. For a small strain write $t_p=t(1+u)$ and $t_z=t(1+w)$. To first order the root is $3t[1+(u+8w)/9]$, hence

$$
E_+\approx\varepsilon-t'+2t+t\left(\tfrac83w-\tfrac23u\right).
$$

The other member of the former $E_g$ pair is at $\varepsilon-t'+2t+2tu$. It lies above $E_+$ by $\tfrac83t(u-w)$. With the opposite hoppings held equal, a uniform change, $u=w$, leaves the pair degenerate, and a small strain with $u\ne w$ splits it. If the opposite hoppings also change, they add their own contribution to the splitting.

The values quoted above can be compared with the numerical output that follows.

## Computed values

```
lattice constant a = 0.42 nm
adjacent distance = 0.297 nm
opposite distance = 0.420 nm
adjacent hopping t = 0.50 eV, opposite hopping t' = 0.20 eV
sum block: diagonal = -0.20 eV, off-diagonal = -1.00 eV
A1g level (once) = -2.20 eV
T1u level (three times) = 0.20 eV
Eg level (twice) = 0.80 eV
trace of H = 0.00 eV
trace of H^2 = 6.24 eV^2
gap A1g to T1u = 2.40 eV = 3.85 e-19 J
wavelength of the gap = 517 nm
dipole length A1g to T1u = 0.121 nm
degeneracies upwards, t = 0.5 eV:
  t' = 0.2 eV: [1, 3, 2]
  t' = 0.5 eV: [1, 5]
  t' = 0.8 eV: [1, 2, 3]
  t' = -1.0 eV: [4, 2]
degeneracies upwards, t = 0, t' = 0.5 eV: [3, 3]
host band edge = -6.00 eV
host band mass = 0.43 electron masses
isolated A1g minus band edge = 3.80 eV
dielectric constant = 3.0
attraction at the six cations = -4.57 eV
no attraction, 1048 cations: lowest level minus edge = 0.27 eV
with attraction, 2046 cations: A1g minus edge = -2.20 eV
with attraction: lowest T1u minus edge = -0.71 eV
with attraction: A1g to T1u = 1.49 eV
with attraction: A1g weight on six cations = 0.59
change from 1048 to 2046 cations: A1g -0.0001 eV, T1u -0.0192 eV
on-site repulsion (screened) = 3.0 eV
repulsion of two A1g electrons = 1.77 eV
repulsion / gap = 0.74
overlaps: adjacent = 0.10, opposite = 0.04
levels with overlap: A1g -1.53, T1u 0.21, Eg 0.95 eV
gap with overlap = 1.74 eV
gap after 5% outward breathing = 2.18 eV
hopping spread = 10% (standard deviation)
mean splitting of T1u = 0.16 eV
mean splitting of Eg = 0.10 eV
kT at 300 K = 0.0259 eV, gap / kT = 93
```
